\section*{Two Mean Excitation Energies of Hydrogen: Stopping Power and Lamb Shift}

\section*{The argument under review}

The submitted argument runs as follows. The stopping power of atomic hydrogen contains a mean excitation energy, defined through an average of $\ln(E_n-E_0)$ over the dipole spectrum. The Lamb shift of the ground state contains a mean excitation energy defined through an average of the same logarithm over the same spectrum. The two are therefore one property of the atom, and the stopping value of about 15 eV may be used in the Lamb shift. A value of hundreds of eV, the author adds, could not be a mean excitation energy of an atom that is ionized by 13.6 eV.

The premises are right and the conclusion is wrong. An average is fixed by its weights as well as by the quantity averaged, and the two processes weight the spectrum differently. I derive both weights, compute both energies, and then return to the objection about ionization.

\section*{One family of averages}

The model is a nonrelativistic electron bound to a fixed point proton, in the state $1s$. Derivations use atomic units, so that $H=p^2/2+V$ with $V=-1/r$. Let $w_n=E_n-E_0$. Sums over $n$ include the continuum and all degenerate final states. The dipole oscillator strength is
\begin{equation}
f_n=2w_n|z_{n0}|^2=\tfrac23 w_n|\mathbf r_{n0}|^2 ,
\end{equation}
where the second form holds, after summation over sublevels, because the $1s$ state is isotropic. From $[\mathbf r,H]=i\mathbf p$ follows $-w_n\mathbf r_{n0}=i\mathbf p_{n0}$, hence $|\mathbf p_{n0}|^2=w_n^2|\mathbf r_{n0}|^2$ and
\begin{equation}
f_n=\frac{2}{3}\,\frac{|\mathbf p_{n0}|^2}{w_n}.
\label{f}
\end{equation}
Define
\begin{equation}
S(k)=\sum_n f_n w_n^k,\qquad
\ln I_k=\frac{S'(k)}{S(k)}=\frac{\sum_n f_nw_n^k\ln w_n}{\sum_n f_nw_n^k}.
\label{Ik}
\end{equation}
The logarithm of $I_k$, not $I_k$ itself, is the logarithmic derivative of $S$. A change of energy unit adds the same constant to $\ln w_n$ and $\ln I_k$, so the energy $I_k$ does not depend on the unit.

Three values of $S$ are needed. For $k=0$, use $[H,z]=-ip_z$:
\begin{equation}
S(0)=2\sum_n w_n|z_{n0}|^2=\langle[z,[H,z]]\rangle=-i\langle[z,p_z]\rangle=1 .
\end{equation}
For $k=1$, Eq.~(\ref{f}) and completeness give $S(1)=\frac23\langle p^2\rangle$. Since $\psi_0=e^{-r}/\sqrt\pi$ has $|\nabla\psi_0|=\psi_0$, $\langle p^2\rangle=1$ and $S(1)=2/3$ hartree, or $4/3$ Ry.

For $k=2$ we need $\sum_n w_n|\mathbf p_{n0}|^2=\langle\mathbf p\cdot(H-E_0)\mathbf p\rangle$. Because $(H-E_0)\psi_0=0$, we may write $(H-E_0)\mathbf p\,\psi_0=[V,\mathbf p]\psi_0=i(\nabla V)\psi_0$. Then
\begin{align}
\sum_n w_n|\mathbf p_{n0}|^2
&=\int\psi_0(-i\nabla)\cdot\big(i\psi_0\nabla V\big)\,d^3r\nonumber\\
&=\int\psi_0^2\nabla^2V\,d^3r+\tfrac12\int\nabla(\psi_0^2)\cdot\nabla V\,d^3r\nonumber\\
&=\tfrac12\int\psi_0^2\nabla^2V\,d^3r=2\pi\psi_0(0)^2=2 .
\label{two}
\end{align}
The third line integrates the last term by parts; then $\nabla^2V=4\pi\delta(\mathbf r)$ is used. Thus $S(2)=4/3$ hartree$^2$, or $16/3$ Ry$^2$.

\section*{The weight in stopping power}

Let a heavy particle of unit charge and speed $v$ pass through a gas of $N$ atoms per unit volume. In first Born approximation the Coulomb interaction has Fourier transform $4\pi/q^2$, and momentum transfer $\mathbf q$ excites the atom with amplitude $F_n(q)=\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle$. Neglecting the recoil term $q^2/2M$ of the projectile, the golden rule divided by the flux $v$ gives
\begin{align}
\sigma_n&=\frac{2\pi}{v}\int\frac{d^3q}{(2\pi)^3}\Big(\frac{4\pi}{q^2}\Big)^2|F_n|^2\,\delta(w_n-\mathbf q\cdot\mathbf v)\nonumber\\
&=\frac{8\pi}{v^2}\int_{w_n/v}^\infty\frac{dq}{q^3}|F_n(q)|^2 ,
\end{align}
since the angular integral of the delta function is $2\pi/(qv)$ when $q\ge w_n/v$ and zero otherwise. The energy loss per unit length is
\begin{equation}
N\sum_n w_n\sigma_n=\frac{4\pi N}{v^2}\,L,\quad
L=\sum_n\int_{w_n/v}^\infty\frac{dq}{q}\,f_n(q),
\label{L}
\end{equation}
with $f_n(q)=2w_n|F_n(q)|^2/q^2$.

Two properties of $f_n(q)$ suffice. For small $q$, $F_n\simeq iqz_{n0}$, so $f_n(q)\to f_n$. For any $q$, with $\mathbf q$ along $z$,
\begin{equation}
\sum_n w_n|F_n|^2=\langle e^{-iqz}[H,e^{iqz}]\rangle=\langle qp_z+\tfrac12q^2\rangle=\tfrac12q^2,
\end{equation}
so $\sum_nf_n(q)=1$. Choose $q_1$ small on the atomic scale but large compared with the important $w_n/v$, which is possible for large $v$. Below $q_1$ the dipole form applies. Above it the sum rule applies until the excitation energy, which for a hard collision is close to $q^2/2$, reaches the limit $qv$; this happens at $q=2v$. Therefore, to leading order at large $v$,
\begin{equation}
L=\sum_nf_n\ln\frac{q_1v}{w_n}+\ln\frac{2v}{q_1}
=\sum_nf_n\ln\frac{2v^2}{w_n}=\ln\frac{2v^2}{I_0}.
\label{stop}
\end{equation}
The weight is $f_n$, and the energy is $I_0$.

\section*{The weight in the Lamb shift}

The electron emits and reabsorbs a photon of energy $\varepsilon$. In atomic units $c=1/\alpha$, and the coupling is $\alpha\,\mathbf A\cdot\mathbf p$. In the dipole approximation, for quantization volume $\Omega$ and polarization $\mathbf e$, the squared matrix element is $(2\pi/\Omega\varepsilon)|\mathbf e\cdot\mathbf p_{n0}|^2$. The mode density is $\Omega\alpha^3\varepsilon^2d\varepsilon/(2\pi)^3$ per unit solid angle, and the sum over polarizations and directions gives $(8\pi/3)|\mathbf p_{n0}|^2$. Second-order perturbation theory up to a cutoff $K$ yields
\begin{equation}
-\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{n0}|^2\int_0^K\frac{\varepsilon\,d\varepsilon}{w_n+\varepsilon}.
\end{equation}
A free electron with the same $\langle p^2\rangle$ has this shift with $w_n$ set to zero. That part already belongs to the measured mass and must be subtracted:
\begin{align}
\delta E&=\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{n0}|^2\int_0^K\Big(1-\frac{\varepsilon}{w_n+\varepsilon}\Big)d\varepsilon\nonumber\\
&=\frac{2\alpha^3}{3\pi}\sum_n|\mathbf p_{n0}|^2w_n\ln\frac{K+w_n}{w_n}.
\label{lambsum}
\end{align}
By Eq.~(\ref{f}), $|\mathbf p_{n0}|^2w_n=\frac32f_nw_n^2$. The mass subtraction has supplied one power of $w_n$, and the momentum matrix element supplies another relative to $f_n$. For large $K$, with Eq.~(\ref{two}),
\begin{equation}
\delta E=\frac{4\alpha^3}{3\pi}\ln\frac{K}{I_2}\quad\text{(hartree)}.
\label{lamb}
\end{equation}
The energy is $I_2$; $\ln(I_2/\mathrm{Ry})$ is the Bethe logarithm of $1s$.

\section*{Computing the two energies}

Dipole transitions from $1s$ lead to $p$ states with radial functions $u(r)$. Since $\mathbf p\psi_0=i\hat{\mathbf r}\psi_0$, the sum over sublevels gives $|\mathbf p_{n0}|^2=[\int u_n\,2re^{-r}dr]^2$. I diagonalize the $p$-wave Hamiltonian in 46 functions $r^2e^{-\lambda r}$, with $\lambda=0.2\times1.5^{\,i}$ and $i=0,\dots,45$, together with $re^{-r}$. Every matrix element reduces to
\begin{equation}
\int_0^\infty r^pe^{-sr}dr=\frac{p!}{s^{p+1}},
\end{equation}
including the kinetic energy $\frac12\int(u'v'+2uv/r^2)dr$ between two functions $u$ and $v$. The basis is nearly linearly dependent, so the arithmetic carries 60 digits. The function $re^{-r}$ is what the momentum operator makes of $1s$. With it in the basis, the completeness sums for $S(1)$ and $S(2)$ are exact; without it this basis gives $S(2)=5.43$ Ry$^2$ instead of $5.33$ Ry$^2$. The error depends on the choice of exponents: with a ratio of 1.3 in place of 1.5, the same number of functions gives 5.333 Ry$^2$ without $re^{-r}$.

The eigenstates, inserted in Eq.~(\ref{Ik}) with energies in Ry, give
\begin{align}
\ln I_0&=0.09698, & I_0&=1.1018\ \mathrm{Ry}=14.99\ \mathrm{eV},\nonumber\\
\ln I_2&=2.98413, & I_2&=19.769\ \mathrm{Ry}=268.97\ \mathrm{eV}.
\end{align}
They differ by a factor of 17.9. For a hydrogen-like ion of charge $Z$, lengths scale as $1/Z$ and energies as $Z^2$. The $f_n$ are unchanged, both energies grow as $Z^2$, and the factor stays the same.

\section*{The objection about ionization}

The author's remaining objection is that 269 eV is too large for an atom ionized by 13.6 eV. But the ionization energy is where the continuum begins, and it bounds no average that includes the continuum. Even $I_0$ lies above it.

Differentiating Eq.~(\ref{Ik}) once more gives
\begin{equation}
\frac{d\ln I_k}{dk}=\frac{S''}{S}-\Big(\frac{S'}{S}\Big)^2
=\overline{(\ln w)^2}-\big(\overline{\ln w}\big)^2>0,
\end{equation}
the variance of $\ln w$ under the weight $fw^k$. So $I_k$ rises with $k$, and $I_2>I_0$ holds without any numerical work. The intermediate value is $I_1=24.1$ eV.

The size of the rise comes from the continuum. With $w=1+\kappa^2$ in Ry, where $\kappa$ is the wave number of the freed electron, the hydrogen strength has the known closed form
\begin{equation}
\frac{df}{dw}=\frac{128}{3w^4}\,\frac{e^{-4\arctan(\kappa)/\kappa}}{1-e^{-2\pi/\kappa}} .
\label{density}
\end{equation}
Integrated numerically and added to the sum over bound states, it reproduces the two logarithms above to the digits given. For large $\kappa$ the numerator tends to 1 and the denominator to $2\pi/\kappa$, so
\begin{equation}
\frac{df}{dw}\to\frac{64}{3\pi}\,w^{-7/2}.
\label{tail}
\end{equation}
The integrand of $S(k)$ falls as $w^{k-7/2}$, and $S(k)$ exists only for $k<5/2$. The Lamb shift, at $k=2$, is close to that edge; stopping, at $k=0$, is far from it.

The same distribution shows where each sum comes from. Bound states supply 56.5\% of $S(0)$ but 6.8\% of $S(2)$. Excitations above 269 eV supply 0.09\% of $S(0)$ but 42\% of $S(2)$. Neither energy is a spectral line: each is the single energy that, placed in the logarithm, replaces the whole weighted spectrum.

\section*{What the substitution costs}

\textit{Stopping.} Take a proton with $v=10$ atomic units, which is 2.50 MeV. Then $2v^2=200$ hartree $=5442$ eV, and
\begin{equation}
\ln\frac{5442}{14.99}=5.894,\qquad \ln\frac{5442}{268.97}=3.007 .
\end{equation}
The second value, with the Lamb-shift energy, is 0.51 of the first, so the predicted energy loss would be about half what it should be. The approximation in Eq.~(\ref{stop}) is not to blame. Numerical quadrature of the full Born expression (\ref{L}), with the closed-form hydrogen form factors, gives $L=5.884$. At $v=20$ it gives 7.278, against 7.281 from Eq.~(\ref{stop}). The difference, a shell correction, drops by about a factor of four when $v$ doubles. Relativistic corrections and terms beyond first Born order are left out.

\textit{Lamb shift.} The dipole calculation does not fix $K$. Bethe's estimate takes $K=mc^2=510\,999$ eV, where the nonrelativistic treatment must fail. The prefactor $4\alpha^3/3\pi$ hartree corresponds to 1085.15 MHz, so
\begin{align}
\text{with } I_2:&\quad 1085.15\times7.5495=8192\ \mathrm{MHz},\nonumber\\
\text{with } I_0:&\quad 1085.15\times10.4367=11\,325\ \mathrm{MHz}.
\end{align}
The substitution proposed in the argument raises the estimate by 3133 MHz, or 38\% of the value with $I_2$. This error equals the prefactor times $\ln(I_2/I_0)$, so no choice of $K$ common to both lines can remove it.

The replacement of $K+w_n$ by $K$ in Eq.~(\ref{lambsum}) also deserves a check of size, because the weight has a long tail. With energies in Ry and $w=Kx$, Eq.~(\ref{tail}) gives for the neglected part of the logarithm
\begin{align}
\frac{1}{S(2)}\int f'w^2\ln\Big(1+\frac wK\Big)dw
&\simeq\frac{3}{16}\,\frac{64}{3\pi\sqrt K}\int_0^\infty\frac{\ln(1+x)}{x^{3/2}}dx\nonumber\\
&=\frac{4}{\pi\sqrt K}\,2\pi=\frac{8}{\sqrt K},
\end{align}
where $f'=df/dw$. Integration by parts turns the $x$ integral into $2\int_0^\infty x^{-1/2}(1+x)^{-1}dx=2\pi$. At $K=mc^2$, about $3.8\times10^4$ Ry, this is 0.04, small beside 7.55 and beside $\ln(I_2/I_0)=2.89$. A full prediction also needs the relativistic high-energy part of the self-energy, vacuum polarization, recoil and the finite size of the proton. The 8192 MHz is a leading estimate, not a value to set against experiment digit by digit.

\section*{Recommendation}

The argument should be withdrawn in its present form. A corrected version should name the weight whenever it names a mean excitation energy: $f_n$ for stopping, $f_nw_n^2$ for the Lamb shift. It should also restrict the definition of $I_2$ used here to $s$ states. The steps of Eq.~(\ref{two}) make $S(2)$ proportional to $|\psi(0)|^2$, which vanishes for orbital angular momentum $l>0$. The quotient $S'(2)/S(2)$ then has no meaning, although the sum in its numerator still enters the level shift, and the Bethe logarithm of such a state has to be normalized in another way. For every excited state except $2s$, which has no $p$ level below it, $\ln w_n$ must also be replaced by $\ln|w_n|$: a dipole transition to a lower level has $w_n<0$, and the principal value of the photon integral in Eq.~(\ref{lambsum}) is then $w_n\ln|(K+w_n)/w_n|$.
